# Nonadditive Core-Valence Slater Exchange in Sodium, Silicon and Iron: a program that tests the result

```python
"""
Nonadditive core-valence Slater exchange in Na, Si and Fe.

Exchange energy Ex[n] = -C int n^(4/3), C = (3/4)(3/pi)^(1/3), potential
vx = -(3n/pi)^(1/3), in atomic units. For core density c and valence density v:
  nonadditive energy   dE = Ex[c+v] - Ex[c] - Ex[v]
  linear unscreening   L  = int v (vx[c+v] - vx[v])
  bare-core Taylor     L0 = int v vx[c]
Result under test: 1/3 < L/dE < 1, while L0/dE > 1.
Atoms: exchange-only Kohn-Sham, nonrelativistic, spin-unpolarised, spherical.
"""
import numpy as np
from scipy import constants
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import eval_legendre, roots_jacobi
from pyscf import dft, gto

HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]
BOHR_ANG = constants.physical_constants["Bohr radius"][0] * 1e10
C_X = 0.75 * (3 / np.pi) ** (1 / 3)
R_MAX = 40.0


def vx(n):
    return -np.cbrt(3 * n / np.pi)


def exchange(n, volume):
    return -C_X * np.sum(volume * n ** (4 / 3))


def radial_grid(order, scale=2.0):
    """Mapped Gauss-Lobatto nodes, weights and matrix of int u_i' u_j' dr."""
    x = np.concatenate(([-1.0], roots_jacobi(order - 1, 1, 1)[0], [1.0]))
    p = eval_legendre(order, x)
    w = 2 / (order * (order + 1) * p**2)
    gap = x[:, None] - x[None, :]
    np.fill_diagonal(gap, 1.0)
    deriv = p[:, None] / p[None, :] / gap
    np.fill_diagonal(deriv, 0.0)
    deriv[0, 0] = -order * (order + 1) / 4
    deriv[-1, -1] = order * (order + 1) / 4
    a = 2 * scale / R_MAX
    r = scale * (1 + x) / (1 - x + a)
    jac = scale * (2 + a) / (1 - x + a) ** 2
    stiff = (deriv.T * (w / jac)) @ deriv
    return r[1:-1], (w * jac)[1:-1], stiff[1:-1, 1:-1]


def hartree_potential(q, grid):
    """Potential of the radial charge q = 4 pi r^2 n."""
    r, s, stiff = grid
    return np.linalg.solve(stiff, s * q / r) / r + np.sum(s * q) / R_MAX


def total_energy(z, orbitals, occupation, grid):
    r, s, _ = grid
    q = sum(occupation[k] * orbitals[k]["q"] for k in occupation)
    kinetic = sum(occupation[k] * orbitals[k]["kin"] for k in occupation)
    n = q / (4 * np.pi * r**2)
    energy = kinetic - z * np.sum(s * q / r)
    energy += 0.5 * np.sum(s * q * hartree_potential(q, grid))
    energy += exchange(n, 4 * np.pi * r**2 * s)
    return energy, kinetic


def solve_atom(z, occupation, grid):
    """Self-consistent radial Kohn-Sham atom; keys of occupation are (n, l)."""
    r, s, stiff = grid
    root = np.sqrt(s)
    kinetic_matrix = 0.5 * stiff / np.outer(root, root)
    v = -(1 + (z - 1) / (1 + r * z ** (1 / 3)) ** 2) / r
    converged = False
    for _ in range(600):
        orbitals = {}
        for l in sorted({k[1] for k in occupation}):
            t = kinetic_matrix + np.diag(l * (l + 1) / (2 * r**2))
            eps, vec = eigh(t + np.diag(v), subset_by_index=[0, 4])
            for key in occupation:
                if key[1] == l:
                    i = key[0] - l - 1
                    y = vec[:, i]
                    orbitals[key] = {"eps": eps[i], "q": (y / root) ** 2,
                                     "kin": y @ t @ y}
        q = sum(occupation[k] * orbitals[k]["q"] for k in occupation)
        new = -z / r + hartree_potential(q, grid) + vx(q / (4 * np.pi * r**2))
        change = np.max(np.abs(r * (new - v)))
        if change < 1e-7:
            converged = True
            break
        v = v + 0.25 * (new - v)
    assert converged, "atomic self-consistency not reached"
    energy, kinetic = total_energy(z, orbitals, occupation, grid)
    return {"orb": orbitals, "occ": occupation, "E": energy, "T": kinetic}


def exchange_terms(c, v, volume):
    n = c + v
    parts = [exchange(d, volume) for d in (n, c, v)]
    return {"parts": parts, "dE": parts[0] - parts[1] - parts[2],
            "L": np.sum(volume * v * (vx(n) - vx(v))),
            "Lcore": np.sum(volume * c * (vx(n) - vx(c))),
            "L0": np.sum(volume * v * vx(c))}


def split_density(atom, valence, grid):
    r = grid[0]
    c, v = np.zeros_like(r), np.zeros_like(r)
    for key, occ in atom["occ"].items():
        target = v if key in valence else c
        target += occ * atom["orb"][key]["q"] / (4 * np.pi * r**2)
    return c, v


def crossing_data(c, v, r):
    """Outermost radius with c = v, number of crossings, share of dE inside."""
    near = r < 10
    rr, ratio = r[near], np.log(c[near] / v[near])
    flips = np.nonzero(ratio[:-1] * ratio[1:] < 0)[0]
    i = flips[-1]
    local = slice(max(i - 2, 0), i + 4)
    spline = CubicSpline(rr[local], ratio[local])
    radius = brentq(spline, rr[i], rr[i + 1])
    local_energy = r**2 * ((c + v) ** (4 / 3) - c ** (4 / 3) - v ** (4 / 3))
    curve = CubicSpline(np.append(0.0, r), np.append(0.0, local_energy))
    share = curve.integrate(0, radius) / curve.integrate(0, r[-1])
    return radius, len(flips), float(share)


def gaussian_atom(symbol, charge, occupied):
    """Same atom in an even-tempered Gaussian basis on a 3D grid."""
    basis = [[0, [0.02 * 2.0**k, 1.0]] for k in range(26)]
    basis += [[1, [0.02 * 2.0**k, 1.0]] for k in range(16)]
    mol = gto.M(atom=symbol + " 0 0 0", charge=charge, spin=0,
                basis={symbol: basis}, verbose=0)
    mf = dft.RKS(mol)
    mf.xc = "lda,"
    mf.grids.level = 3

    def fixed_occupation(mo_energy=None, mo_coeff=None):
        energies = mf.mo_energy if mo_energy is None else mo_energy
        occ = np.zeros(len(energies))
        occ[:len(occupied)] = occupied
        return occ

    mf.get_occ = fixed_occupation
    energy = mf.kernel()
    assert mf.converged
    ao = dft.numint.eval_ao(mol, mf.grids.coords)
    dens = (ao @ mf.mo_coeff[:, :len(occupied)]) ** 2 * np.array(occupied)
    terms = exchange_terms(dens[:, :5].sum(1), dens[:, 5:].sum(1),
                           mf.grids.weights)
    return energy, terms


# Local inequalities, over eight decades of the ratio x = c/v
def local_fraction(x):
    f = (1 + x) ** (4 / 3) - 1 - x ** (4 / 3)
    return 4 / 3 * (np.cbrt(1 + x) - 1) / f


x = np.logspace(-4, 4, 801)
rho = local_fraction(x)
assert np.all(rho > 1 / 3) and np.all(rho < 1)
assert np.allclose(rho + local_fraction(1 / x), 4 / 3, atol=1e-8)
assert np.all(rho[x > 1.001] > 2 / 3)
assert np.all((1 + x) ** (4 / 3) - 1 - x ** (4 / 3) < 4 / 3 * np.cbrt(x))

# Atoms
neon_core = {(1, 0): 2, (2, 0): 2, (2, 1): 6}
setups = {
    "Na": (11, {**neon_core, (3, 0): 1}),
    "Si": (14, {**neon_core, (3, 0): 2, (3, 1): 2}),
    "Fe": (26, {**neon_core, (3, 0): 2, (3, 1): 6, (3, 2): 6, (4, 0): 2}),
}
cases = {
    "Na": ("Na", {(3, 0)}),
    "Si": ("Si", {(3, 0), (3, 1)}),
    "Fe": ("Fe", {(3, 2), (4, 0)}),
    "Fe, 3s3p in valence": ("Fe", {(3, 0), (3, 1), (3, 2), (4, 0)}),
}
grid, coarse = radial_grid(140), radial_grid(110)
r, s, _ = grid
volume = 4 * np.pi * r**2 * s
atoms = {k: solve_atom(z, occ, grid) for k, (z, occ) in setups.items()}
coarse_atoms = {k: solve_atom(z, occ, coarse) for k, (z, occ) in setups.items()}
for atom in atoms.values():
    assert abs(atom["E"] + atom["T"]) < 1e-6 * abs(atom["E"])  # virial theorem

results = {}
for name, (symbol, valence) in cases.items():
    c, v = split_density(atoms[symbol], valence, grid)
    res = exchange_terms(c, v, volume)
    # L must be the slope of dE when the valence density is scaled
    step = 1e-3
    up = exchange_terms(c, (1 + step) * v, volume)["dE"]
    down = exchange_terms(c, (1 - step) * v, volume)["dE"]
    assert abs((up - down) / (2 * step) - res["L"]) < 1e-5 * abs(res["L"])
    assert res["dE"] < 0 and 1 / 3 < res["L"] / res["dE"] < 1
    assert res["L0"] / res["dE"] > 1
    assert abs((res["L"] + res["Lcore"]) / res["dE"] - 4 / 3) < 1e-8
    # the same energy on a coarser radial grid
    cc, cv = split_density(coarse_atoms[symbol], valence, coarse)
    other = exchange_terms(cc, cv, 4 * np.pi * coarse[0] ** 2 * coarse[1])
    assert abs(other["dE"] - res["dE"]) * HARTREE_EV < 2e-3
    res["cross"] = crossing_data(c, v, r)
    res["electrons"] = np.sum(volume * v)
    results[name] = res

# Independent Gaussian-basis calculation; tolerances cover basis and 3D grid
gauss = {}
for symbol, charge, occupied in (("Na", 1, [2.0] * 5 + [1.0]),
                                 ("Si", 0, [2.0] * 6 + [2 / 3] * 3)):
    energy, terms = gaussian_atom(symbol, charge, occupied)
    assert abs(energy - atoms[symbol]["E"]) < 3e-3
    for key in ("dE", "L", "L0"):
        assert abs(terms[key] / results[symbol][key] - 1) < 2e-3
    gauss[symbol] = terms

# Removal of the sodium valence electron
na = atoms["Na"]
ion = solve_atom(11, neon_core, grid)
frozen_core_energy, _ = total_energy(11, na["orb"], neon_core, grid)
removal_relaxed = ion["E"] - na["E"]
removal_frozen = frozen_core_energy - na["E"]
q3s = na["orb"][(3, 0)]["q"]
n3s = q3s / (4 * np.pi * r**2)
valence_energy = (na["orb"][(3, 0)]["eps"]
                  - 0.5 * np.sum(s * q3s * hartree_potential(q3s, grid))
                  + exchange(n3s, volume) - np.sum(volume * n3s * vx(n3s)))
removal_linear = -valence_energy
missed_na = results["Na"]["L"] - results["Na"]["dE"]
assert abs(removal_frozen - removal_linear - missed_na) < 1e-5
assert removal_frozen > removal_relaxed

# Output
for value in (0.1, 1.0, 10.0):
    print(f"local fraction at c/v = {value:g}: {local_fraction(value):.4f}")
for symbol, atom in atoms.items():
    print(f"{symbol} total energy: {atom['E'] * HARTREE_EV:.2f} eV")
for name, res in results.items():
    ex = [e * HARTREE_EV for e in res["parts"]]
    radius, count, share = res["cross"]
    print(f"--- {name}: {res['electrons']:.3f} valence electrons")
    print(f"Ex total, core, valence: {ex[0]:.3f}, {ex[1]:.3f}, {ex[2]:.3f} eV")
    print(f"nonadditive dE: {res['dE'] * HARTREE_EV:.3f} eV"
          f" = {res['dE']:.5f} hartree")
    print(f"linear unscreening L: {res['L'] * HARTREE_EV:.3f} eV")
    print(f"missed, dE - L: {(res['dE'] - res['L']) * HARTREE_EV:.3f} eV")
    print(f"fraction L/dE: {res['L'] / res['dE']:.4f}")
    print(f"core-linear fraction: {res['Lcore'] / res['dE']:.4f}")
    print(f"bare-core Taylor L0: {res['L0'] * HARTREE_EV:.3f} eV,"
          f" L0/dE: {res['L0'] / res['dE']:.4f}")
    print(f"outermost c = v radius: {radius * BOHR_ANG:.3f} angstrom"
          f" (crossings: {count})")
    print(f"share of dE inside that radius: {share:.3f}")
print("--- checks and sodium removal energy")
for symbol, terms in gauss.items():
    print(f"{symbol} Gaussian-basis dE: {terms['dE'] * HARTREE_EV:.3f} eV,"
          f" L/dE: {terms['L'] / terms['dE']:.4f}")
print(f"Na removal, relaxed core: {removal_relaxed * HARTREE_EV:.3f} eV")
print(f"Na removal, frozen core: {removal_frozen * HARTREE_EV:.3f} eV")
print(f"Na removal, linear unscreening: {removal_linear * HARTREE_EV:.3f} eV")
print(f"Na error L - dE: {missed_na * HARTREE_EV:.3f} eV")
print("done: every assertion held")
```

Running it gives:

```
local fraction at c/v = 0.1: 0.4831
local fraction at c/v = 1: 0.6667
local fraction at c/v = 10: 0.8502
Na total energy: -4370.92 eV
Si total energy: -7813.62 eV
Fe total energy: -34256.04 eV
--- Na: 1.000 valence electrons
Ex total, core, valence: -345.080, -342.053, -1.992 eV
nonadditive dE: -1.034 eV = -0.03801 hartree
linear unscreening L: -0.900 eV
missed, dE - L: -0.135 eV
fraction L/dE: 0.8700
core-linear fraction: 0.4634
bare-core Taylor L0: -1.901 eV, L0/dE: 1.8374
outermost c = v radius: 1.212 angstrom (crossings: 1)
share of dE inside that radius: 0.883
--- Si: 4.000 valence electrons
Ex total, core, valence: -502.496, -472.695, -21.850 eV
nonadditive dE: -7.951 eV = -0.29220 hartree
linear unscreening L: -6.807 eV
missed, dE - L: -1.144 eV
fraction L/dE: 0.8561
core-linear fraction: 0.4772
bare-core Taylor L0: -15.984 eV, L0/dE: 2.0102
outermost c = v radius: 0.644 angstrom (crossings: 1)
share of dE inside that radius: 0.873
--- Fe: 8.000 valence electrons
Ex total, core, valence: -1376.839, -1207.027, -95.283 eV
nonadditive dE: -74.529 eV = -2.73889 hartree
linear unscreening L: -56.344 eV
missed, dE - L: -18.185 eV
fraction L/dE: 0.7560
core-linear fraction: 0.5773
bare-core Taylor L0: -151.346 eV, L0/dE: 2.0307
outermost c = v radius: 0.690 angstrom (crossings: 1)
share of dE inside that radius: 0.941
--- Fe, 3s3p in valence: 16.000 valence electrons
Ex total, core, valence: -1376.839, -989.560, -314.773 eV
nonadditive dE: -72.506 eV = -2.66456 hartree
linear unscreening L: -57.710 eV
missed, dE - L: -14.796 eV
fraction L/dE: 0.7959
core-linear fraction: 0.5374
bare-core Taylor L0: -180.080 eV, L0/dE: 2.4837
outermost c = v radius: 0.226 angstrom (crossings: 1)
share of dE inside that radius: 0.829
--- checks and sodium removal energy
Na Gaussian-basis dE: -1.035 eV, L/dE: 0.8699
Si Gaussian-basis dE: -7.951 eV, L/dE: 0.8561
Na removal, relaxed core: 4.434 eV
Na removal, frozen core: 4.447 eV
Na removal, linear unscreening: 4.313 eV
Na error L - dE: 0.135 eV
done: every assertion held
```
